# Shadow Born-Oppenheimer Potential: Exact Gradients and Second-Order Error from One Diagonalization: a program that tests the result

```python
"""
Shadow Born-Oppenheimer potential for a self-consistent-charge chain.

Full energy:   E = Tr[D H0] + (q-z).gamma.(q-z)/2 + V,   U = min over D of E
Shadow energy: the quadratic term is replaced by its tangent at populations n,
               then minimized over D by ONE diagonalization.
Claims tested: the analytic gradient at fixed n is exact;
               0 <= U - shadow <= r.gamma.r/2, with r = q[n] - n;
               U - shadow = r.(gamma^-1 - chi)^-1.r/2 to leading order;
               the force error is first order in r;
               energy balance, stability and step-size laws of the dynamics.
Symbols: x positions, D density matrix, S overlap, q Mulliken populations,
z core charges, gamma charge interaction, chi = dq/dv static response.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

N_ATOM, N_OCC = 6, 3
SITE = 0.10 * np.array([1, -1, 1, -1, 1, -1.0])
HOP, WIDTH, HUBBARD = 0.5, 1.2, 0.4
SPRING, MASS = 1.0, 20000.0
REST = np.array([2.35, 3.3, 2.35, 3.3, 2.35])
Z = np.ones(N_ATOM)
EYE = np.eye(N_ATOM)
X0 = (np.array([0.0, 2.2, 5.5, 7.7, 11.0, 13.2])
      + np.array([0.0, 0.08, -0.05, 0.06, -0.08, 0.05]))
PATTERN = np.array([1.0, -0.5, 0.7, -1.2, 0.4, -0.4])


def matrices(x):
    """Overlap, bare Hamiltonian, gamma, distance derivatives, signs."""
    diff = x[:, None] - x[None, :]
    d = np.abs(diff)
    S = np.exp(-d**2 / (4 * WIDTH**2))
    dS = -d / (2 * WIDTH**2) * S
    H0 = np.diag(SITE) - HOP * (S - EYE)
    gam = 1 / np.sqrt(d**2 + HUBBARD**-2)
    return S, H0, gam, dS, -d * gam**3, np.sign(diff)


def bonds(x):
    stretch = np.diff(x) - REST
    grad = np.zeros(N_ATOM)
    grad[1:] += SPRING * stretch
    grad[:-1] -= SPRING * stretch
    return 0.5 * SPRING * np.sum(stretch**2), grad


def shadow(x, n):
    """One diagonalization: potential, gradient at fixed n, q, D, gap."""
    S, H0, gam, dS, dgam, sgn = matrices(x)
    v = gam @ (n - Z)
    vmean = 0.5 * (v[:, None] + v[None, :])
    e, c = eigh(H0 + S * vmean, S)
    occ = c[:, :N_OCC]
    D = 2 * occ @ occ.T
    Q = 2 * (occ * e[:N_OCC]) @ occ.T
    q = np.sum(D * S, axis=1)
    vb, gb = bonds(x)
    pot = 2 * e[:N_OCC].sum() - 0.5 * (n + Z) @ v + vb
    G = 0.5 * np.outer(2 * q - n - Z, n - Z)
    G = 0.5 * (G + G.T)
    pair = D * (-HOP * dS) + D * vmean * dS - Q * dS + G * dgam
    grad = 2 * np.sum(sgn * pair, axis=1) + gb
    return pot, grad, q, D, e[N_OCC] - e[N_OCC - 1]


def full_energy(x, D):
    S, H0, gam = matrices(x)[:3]
    dq = np.sum(D * S, axis=1) - Z
    return np.sum(D * H0) + 0.5 * dq @ gam @ dq + bonds(x)[0]


def tangent_energy(x, D, n):
    """Quadratic term replaced by value plus slope at n."""
    S, H0, gam = matrices(x)[:3]
    q = np.sum(D * S, axis=1)
    value = 0.5 * (n - Z) @ gam @ (n - Z)
    slope = gam @ (n - Z)
    return np.sum(D * H0) + value + slope @ (q - n) + bonds(x)[0]


def ground(x, n=Z, tol=1e-12):
    """Self-consistent populations and Born-Oppenheimer potential."""
    n = n.copy()
    mixing, last = 0.6, np.inf
    for iteration in range(1000):
        _, _, q, D, _ = shadow(x, n)
        size = np.max(np.abs(q - n))
        if size < tol:
            return full_energy(x, D), q, iteration + 1
        if size > last:
            mixing = max(0.5 * mixing, 0.02)
        last = size
        n += mixing * (q - n)
    raise RuntimeError(f"self-consistency not reached, residual {size:.2e}")


def fd(f, y, h=5e-3):
    """Fourth-order finite-difference derivative, first index = variable."""
    rows = []
    for k in range(len(y)):
        s = np.zeros(len(y))
        s[k] = h
        rows.append((8 * (f(y + s) - f(y - s))
                     - f(y + 2 * s) + f(y - 2 * s)) / (12 * h))
    return np.array(rows)


def response(x, n):
    """chi = dq/dv from the sum over occupied-virtual pairs."""
    S, H0, gam = matrices(x)[:3]
    v = gam @ (n - Z)
    e, c = eigh(H0 + 0.5 * S * (v[:, None] + v[None, :]), S)
    sc = S @ c
    o, u = slice(0, N_OCC), slice(N_OCC, None)
    m = 0.5 * (c[:, o, None] * sc[:, None, u] + sc[:, o, None] * c[:, None, u])
    return 4 * np.einsum('iab,jab,ab->ij', m, m, 1 / (e[o, None] - e[None, u]))


print("Inputs: site energies +/-", SITE[0], "hartree; hopping factor", HOP, "hartree")
print("Gaussian width", WIDTH, "bohr; on-site gamma", HUBBARD, "hartree")
print("spring", SPRING, "hartree/bohr^2; mass", MASS, "m_e")
print("bond rest lengths (bohr):", REST)
print("start positions (bohr):", np.round(X0, 3))

# ---------- static potential ----------
U0, n_star, n_iter = ground(X0)
gap0 = shadow(X0, n_star)[4]
gamma0 = matrices(X0)[2]
assert np.linalg.eigvalsh(gamma0)[0] > 0
assert gap0 > 0.05
n_trial = n_star + 0.1 * PATTERN
pot_t, grad_t, q_t, D_t, _ = shadow(X0, n_trial)
r_t = q_t - n_trial

s_val, s_vec = np.linalg.eigh(matrices(X0)[0])
s_inv_half = s_vec @ np.diag(s_val**-0.5) @ s_vec.T


def density_from(params):
    orb = s_inv_half @ np.linalg.qr(params.reshape(N_ATOM, N_OCC))[0]
    return 2 * orb @ orb.T


rng = np.random.default_rng(3)
starts = rng.normal(size=(3, N_ATOM * N_OCC))
min_full = min(minimize(lambda p: full_energy(X0, density_from(p)), s).fun
               for s in starts)
min_tan = min(minimize(lambda p: tangent_energy(X0, density_from(p), n_trial), s).fun
              for s in starts)
assert abs(min_full - U0) < 1e-7
assert abs(min_tan - pot_t) < 1e-7
print("self-consistent populations:", np.round(n_star, 5))
print(f"gap at self-consistency = {gap0:.4f} hartree")
print(f"U = {U0:.8f} hartree, {n_iter} diagonalizations (simple mixing)")
print(f"U by direct orbital minimization = {min_full:.8f} hartree")
print("trial populations n:", np.round(n_trial, 5))
print("output populations q[n]:", np.round(q_t, 5))
print(f"shadow potential, one diagonalization = {pot_t:.8f} hartree")
print(f"tangent functional, direct minimization = {min_tan:.8f} hartree")
upper_t = 0.5 * r_t @ gamma0 @ r_t
print(f"U - shadow = {U0 - pot_t:.4e} hartree; upper bound = {upper_t:.4e} hartree")

# ---------- forces ----------
num_grad = fd(lambda y: shadow(y, n_trial)[0], X0)
err_force = np.max(np.abs(num_grad - grad_t))
bo_grad = shadow(X0, n_star)[1]
err_bo = np.max(np.abs(fd(lambda y: ground(y)[0], X0) - bo_grad))
full_grad = fd(lambda y: full_energy(y, shadow(y, n_trial)[3]), X0)
mismatch = np.max(np.abs(full_grad - grad_t))
assert err_force < 1e-8 and err_bo < 1e-8
assert mismatch > 1e3 * err_force
print("shadow forces at trial n (hartree/bohr):", np.round(-grad_t, 6))
print("Born-Oppenheimer forces (hartree/bohr):", np.round(-bo_grad, 6))
print(f"shadow force minus finite difference: {err_force:.1e} hartree/bohr")
print(f"same force against gradient of E(D[n]): {mismatch:.2e} hartree/bohr")

# ---------- bounds for arbitrary n ----------
ratios = []
for _ in range(300):
    n = n_star + 0.3 * rng.normal(size=N_ATOM)
    p, _, q, _, _ = shadow(X0, n)
    bound = 0.5 * (q - n) @ gamma0 @ (q - n)
    assert -1e-12 <= U0 - p <= bound + 1e-12
    ratios.append((U0 - p) / bound)
print(f"300 random n: (U-shadow)/bound from {min(ratios):.3f} to {max(ratios):.3f}")

# ---------- leading error laws ----------
chi = response(X0, n_star)
dq_dn = fd(lambda n: shadow(X0, n)[2], n_star).T
assert np.max(np.abs(dq_dn - chi @ gamma0)) < 1e-7
assert np.linalg.eigvalsh(chi)[-1] < 1e-12
grad_n = fd(lambda n: shadow(X0, n)[0], n_trial)
assert np.max(np.abs(grad_n - gamma0 @ r_t)) < 1e-8
kernel = np.linalg.inv(np.linalg.inv(gamma0) - chi)
dn_dx = fd(lambda y: ground(y)[1], X0)
print("amplitude, max|r|, U-shadow (hartree), ratio to law, max force error (hartree/bohr)")
errs, ferrs, res = [], [], []
for amp in (0.1, 0.01, 0.001):
    n = n_star + amp * PATTERN
    p, g, q, _, _ = shadow(X0, n)
    r = q - n
    law = 0.5 * r @ kernel @ r
    force_error = bo_grad - g
    force_law = dn_dx @ gamma0 @ r
    errs.append(U0 - p)
    ferrs.append(np.max(np.abs(force_error)))
    res.append(np.max(np.abs(r)))
    print(f"  {amp:5.3f}  {res[-1]:.3e}  {errs[-1]:.4e}  {errs[-1]/law:.5f}  {ferrs[-1]:.3e}")
assert abs(errs[-1] / law - 1) < 5e-3
assert np.max(np.abs(force_error - force_law)) < 1e-2 * ferrs[-1]
span = np.log(res[1] / res[2])
order_u, order_f = np.log(errs[1] / errs[2]) / span, np.log(ferrs[1] / ferrs[2]) / span
assert abs(order_u - 2) < 0.05 and abs(order_f - 1) < 0.05
print(f"order in r: potential {order_u:.3f}, force {order_f:.3f}")

# ---------- energy balance in continuous time ----------
OMEGA = 0.1


def unpack(y):
    return y[:6], y[6:12], y[12:18], y[18:24], y[24]


def rhs(t, y):
    x, v, n, w, _ = unpack(y)
    _, g, q, _, _ = shadow(x, n)
    _, _, _, _, dgam, sgn = matrices(x)
    gam_dot = dgam * sgn * (v[:, None] - v[None, :])
    work = -w @ gam_dot @ w / (2 * OMEGA**2)
    return np.concatenate([v, -g / MASS, w, OMEGA**2 * (q - n), [work]])


y0 = np.concatenate([X0, np.zeros(6), n_star, np.zeros(7)])
sol = solve_ivp(rhs, (0, 300), y0, method='DOP853', rtol=1e-11, atol=1e-13,
                t_eval=np.linspace(0, 300, 61))
plain, balanced, works = [], [], []
for y in sol.y.T:
    x, v, n, w, work = unpack(y)
    e = 0.5 * MASS * v @ v + shadow(x, n)[0]
    plain.append(e)
    balanced.append(e - w @ matrices(x)[2] @ w / (2 * OMEGA**2) - work)
    works.append(work)
spread_plain, spread_bal = np.ptp(plain), np.ptp(balanced)
assert spread_bal < 1e-9 and spread_plain > 100 * spread_bal
print(f"continuous time, omega = {OMEGA} 1/a.u., duration 300 a.u. of time:")
print(f"  range of T+shadow = {spread_plain:.3e} hartree")
print(f"  range after full balance = {spread_bal:.1e} hartree")
print(f"  largest moving-gamma term = {np.max(np.abs(works)):.2e} hartree")

# ---------- stability limit of the Verlet update of n ----------
s_max = np.max(np.linalg.eigvals(-chi @ gamma0).real)
kappa_limit = 4 / (1 + s_max)


def growth(kappa):
    old = n_star + 1e-6 * PATTERN
    new = old + 0.5 * kappa * (shadow(X0, old)[2] - old)
    largest = 0.0
    for _ in range(25):
        old, new = new, 2 * new - old + kappa * (shadow(X0, new)[2] - new)
        largest = max(largest, np.max(np.abs(new - n_star)))
    return largest / (1e-6 * np.max(np.abs(PATTERN)))


low, high = growth(0.95 * kappa_limit), growth(1.05 * kappa_limit)
assert low < 10 and high > 100
print(f"s_max = {s_max:.4f}; stability limit of kappa = {kappa_limit:.4f}")
print(f"growth in 25 steps at 0.95 / 1.05 of limit: {low:.2f} / {high:.2e}")

# ---------- trajectories ----------
KAPPA, DURATION = 1.0, 960.0
assert KAPPA < kappa_limit


def trajectory(dt, lagged=False):
    x, v, n, before = X0.copy(), np.zeros(6), n_star.copy(), None
    pot, g, q, _, gap = shadow(x, n)
    energy, residual, error, heat, gaps = [], [], [], 0.0, []
    exact_n = n_star
    for k in range(int(round(DURATION / dt)) + 1):
        u, new_exact, _ = ground(x, n, 1e-9)
        step = new_exact - exact_n
        heat += step @ matrices(x)[2] @ step
        exact_n = new_exact
        energy.append(0.5 * MASS * v @ v + pot)
        residual.append(np.max(np.abs(q - n)))
        error.append(u - pot)
        gaps.append(gap)
        if lagged:
            following = q
        elif before is None:
            following = n + 0.5 * KAPPA * (q - n)
        else:
            following = 2 * n - before + KAPPA * (q - n)
        before, n = n, following
        v = v - 0.5 * dt * g / MASS
        x = x + dt * v
        pot, g, q, _, gap = shadow(x, n)
        v = v - 0.5 * dt * g / MASS
    return np.array(energy), np.array(residual), np.array(error), heat, min(gaps)


def rms(a):
    return np.sqrt(np.mean(a**2))


fs = physical_constants['atomic unit of time'][0] * 1e15
ev = physical_constants['Hartree energy in eV'][0]
print(f"trajectories: kappa = {KAPPA}, duration {DURATION} a.u. = {DURATION*fs:.2f} fs")
print("dt (a.u.), rms max|r|, rms U-shadow (hartree), rms change of T+shadow (hartree)")
table = []
for dt in (16.0, 8.0, 4.0):
    energy, residual, error, _, gap_min = trajectory(dt)
    table.append([rms(residual), rms(error), rms(energy - energy[0])])
    print(f"  {dt:.0f}  {table[-1][0]:.3e}  {table[-1][1]:.3e}  {table[-1][2]:.3e}")
orders = np.log2(np.array(table[1]) / np.array(table[2]))
assert abs(orders[0] - 2) < 0.3
assert abs(orders[1] - 4) < 0.5
assert abs(orders[2] - 2) < 0.4
assert gap_min > 0.05
print("orders in dt from the last two rows:", np.round(orders, 2))
print(f"smallest gap on the dt = {dt:.0f} trajectory = {gap_min:.4f} hartree")

lag_energy, _, _, heat, _ = trajectory(dt, lagged=True)
drift_lag = lag_energy[-1] - lag_energy[0]
drift_xl = energy[-1] - energy[0]
excess = drift_lag - drift_xl
assert excess > 0 and abs(excess / heat - 1) < 0.15
print(f"dt = {dt:.0f}, end minus start of T+shadow: reversible n {drift_xl:.3e} hartree")
print(f"  n = last output: {drift_lag:.3e} hartree = {drift_lag*ev*1000:.4f} meV")
print(f"  excess {excess:.3e} hartree; predicted heating {heat:.3e} hartree")
print("every check passed")
```

Output:

```
Inputs: site energies +/- 0.1 hartree; hopping factor 0.5 hartree
Gaussian width 1.2 bohr; on-site gamma 0.4 hartree
spring 1.0 hartree/bohr^2; mass 20000.0 m_e
bond rest lengths (bohr): [2.35 3.3  2.35 3.3  2.35]
start positions (bohr): [ 0.    2.28  5.45  7.76 10.92 13.25]
self-consistent populations: [0.64996 1.32828 0.64328 1.35519 0.66279 1.36049]
gap at self-consistency = 0.3250 hartree
U = -0.94491777 hartree, 26 diagonalizations (simple mixing)
U by direct orbital minimization = -0.94491777 hartree
trial populations n: [0.74996 1.27828 0.71328 1.23519 0.70279 1.32049]
output populations q[n]: [0.61303 1.35783 0.60676 1.39674 0.65755 1.36808]
shadow potential, one diagonalization = -0.94780185 hartree
tangent functional, direct minimization = -0.94780185 hartree
U - shadow = 2.8841e-03 hartree; upper bound = 3.8651e-03 hartree
shadow forces at trial n (hartree/bohr): [ 0.071082 -0.18999   0.212531 -0.223856  0.253617 -0.123384]
Born-Oppenheimer forces (hartree/bohr): [ 0.074793 -0.195549  0.219583 -0.229175  0.254478 -0.124131]
shadow force minus finite difference: 1.2e-11 hartree/bohr
same force against gradient of E(D[n]): 1.04e-02 hartree/bohr
300 random n: (U-shadow)/bound from 0.319 to 0.989
amplitude, max|r|, U-shadow (hartree), ratio to law, max force error (hartree/bohr)
  0.100  1.615e-01  2.8841e-03  1.00930  7.052e-03
  0.010  1.628e-02  2.8962e-05  1.00095  5.807e-04
  0.001  1.629e-03  2.8974e-07  1.00010  5.679e-05
order in r: potential 2.000, force 1.010
continuous time, omega = 0.1 1/a.u., duration 300 a.u. of time:
  range of T+shadow = 1.741e-06 hartree
  range after full balance = 2.3e-15 hartree
  largest moving-gamma term = 7.95e-08 hartree
s_max = 0.5153; stability limit of kappa = 2.6397
growth in 25 steps at 0.95 / 1.05 of limit: 1.13 / 8.99e+03
trajectories: kappa = 1.0, duration 960.0 a.u. = 23.22 fs
dt (a.u.), rms max|r|, rms U-shadow (hartree), rms change of T+shadow (hartree)
  16  1.063e-03  2.090e-07  2.104e-04
  8  2.642e-04  1.271e-08  5.286e-05
  4  6.750e-05  7.568e-10  1.324e-05
orders in dt from the last two rows: [1.97 4.07 2.  ]
smallest gap on the dt = 4 trajectory = 0.3250 hartree
dt = 4, end minus start of T+shadow: reversible n -4.539e-06 hartree
  n = last output: 4.553e-05 hartree = 1.2390 meV
  excess 5.007e-05 hartree; predicted heating 5.016e-05 hartree
every check passed
```
